# Resonant tunnelling through a delta well at and off the barrier centre: a numerical check

```python
"""
Coherent tunnelling through a rectangular barrier holding an attractive delta well.

Result under test, for identical electrodes, zero bias and 0 < E < V0:
    T = 4 gL gR / ((lam - RL - RR)^2 + (gL + gR)^2)
    R(d) = C (1 + eta^2) sinh(kappa d) cosh(kappa d) / D,   g(d) = C eta / D
    D = cosh(kappa d)^2 + eta^2 sinh(kappa d)^2,   C = hbar^2 kappa / (2 m_bar)
so a central well peaks at T = 1 and a displaced one below 1, near sech^2(2 kappa s).

Symbols: E energy from the electrode band bottom, V0 barrier height, L width,
lam well strength (eV nm), d distance from the well to an electrode,
s displacement of the well from the centre, kappa decay constant in the barrier,
k electrode wave number, eta = k m_bar / (kappa m_el), masses in free-electron masses.
Lengths are in nm and energies in eV.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import digamma

H = sc.hbar**2 / (sc.m_e * sc.e) * 1e18            # hbar^2 / m_0 in eV nm^2
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9  # e^2 / (4 pi eps0) in eV nm
KB = sc.k / sc.e                                   # eV / K


def transmission(E, widths, heights, m_bar, m_el, wells, right_bottom=0.0):
    """Wave equation solved layer by layer from the right electrode to the left.
    wells[j] is the strength of a delta well at the left edge of layer j."""
    E = np.asarray(E, dtype=float) + 0j
    k_left = np.sqrt(2 * m_el * E / H)
    k_right = np.sqrt(2 * m_el * (E - right_bottom) / H)
    psi = np.ones_like(E)
    slope = 1j * k_right / m_el                    # psi' / mass
    for j in reversed(range(len(widths))):
        q = np.sqrt(2 * m_bar * (heights[j] - E) / H)
        c, s = np.cosh(q * widths[j]), np.sinh(q * widths[j])
        psi, slope = (psi * c - slope * m_bar / q * s,
                      slope * c - psi * q / m_bar * s)
        if j in wells:
            slope = slope + 2 * wells[j] / H * psi
    incident = (psi + slope * m_el / (1j * k_left)) / 2
    return np.real(k_right / k_left) / np.abs(incident)**2


def one_side(E, d, V0, m_bar, m_el):
    """Derived real part R and leakage g for a well at distance d from an electrode."""
    kappa = np.sqrt(2 * m_bar * (V0 - E) / H)
    eta = np.sqrt(2 * m_el * E / H) * m_bar / (kappa * m_el)
    c, s = np.cosh(kappa * d), np.sinh(kappa * d)
    D = c**2 + eta**2 * s**2
    C = H * kappa / (2 * m_bar)
    return C * (1 + eta**2) * s * c / D, C * eta / D


def find_peak(function, low, high, points=2001):
    """Highest point of a curve, by repeated zooming of a grid."""
    for _ in range(4):
        grid = np.linspace(low, high, points)
        values = function(grid)
        i = int(np.argmax(values))
        step = grid[1] - grid[0]
        low, high = grid[i] - 2 * step, grid[i] + 2 * step
    return grid[i], values[i]


# ---- closed formula against the layer solution, random parameters ----
rng = np.random.default_rng(4)
worst = 0.0
for _ in range(300):
    V, width = rng.uniform(2, 8), rng.uniform(0.5, 2)
    mb, me = rng.uniform(0.2, 0.8), rng.uniform(0.3, 1.2)
    a, strength = width * rng.uniform(0.1, 0.9), rng.uniform(0.1, 1.5)
    E = V * rng.uniform(0.05, 0.95)
    RL, gL = one_side(E, a, V, mb, me)
    RR, gR = one_side(E, width - a, V, mb, me)
    closed = 4 * gL * gR / ((strength - RL - RR)**2 + (gL + gR)**2)
    direct = float(transmission(E, [a, width - a], [V, V], mb, me, {1: strength}))
    worst = max(worst, abs(closed / direct - 1))
assert worst < 1e-6

# ---- worked example ----
V0, L, M_BAR, M_EL, LAM = 7.0, 2.0, 0.4, 1.0, 0.87
half = L / 2


def T_example(E, s=0.0, strength=LAM):
    return transmission(E, [half + s, half - s], [V0, V0], M_BAR, M_EL, {1: strength})


# existence window of a central resonance below the barrier top
g_top = M_BAR / M_EL * np.sqrt(2 * M_EL * V0 / H)
kappa_0 = np.sqrt(2 * M_BAR * V0 / H)
lam_low = H / M_BAR * g_top**2 * half / (1 + g_top**2 * half**2)
lam_high = H / M_BAR * kappa_0 * np.tanh(kappa_0 * half)


def detuning(E, strength):
    return 2 * one_side(E, half, V0, M_BAR, M_EL)[0] - strength


for strength in (1.2 * lam_low, LAM, 0.92 * lam_high):
    root = brentq(detuning, 1e-6, V0 - 1e-6, args=(strength,))
    assert abs(float(T_example(root, 0.0, strength)) - 1) < 1e-5
full_grid = np.linspace(0.001, V0 - 0.001, 20001)
for strength in (0.8 * lam_low, 1.1 * lam_high):
    assert len(set(np.sign(detuning(full_grid, strength)))) == 1
    assert np.max(T_example(full_grid, 0.0, strength)) < 0.9

# central peak, level position and width
E_r, T_r = find_peak(T_example, 4.6, 5.4)
assert abs(T_r - 1) < 1e-6
E_thick = V0 - M_BAR * LAM**2 / (2 * H)
kappa = np.sqrt(2 * M_BAR * (V0 - E_r) / H)
eta = np.sqrt(2 * M_EL * E_r / H) * M_BAR / (kappa * M_EL)
assert abs(E_thick - E_r) < 1e-3


def full_width(s, E_peak, T_peak, guess):
    f = lambda E: float(T_example(E, s)) - T_peak / 2
    return brentq(f, E_peak, E_peak + 5 * guess) - brentq(f, E_peak - 5 * guess, E_peak)


# displaced wells
shifts = [0.0, 0.1, 0.2, 0.4]
table = []
for s in shifts:
    E_p, T_p = find_peak(lambda E: T_example(E, s), 4.6, 5.4)
    mirror = find_peak(lambda E: T_example(E, -s), 4.6, 5.4)[1]
    assert abs(mirror / T_p - 1) < 1e-6
    gL = one_side(E_p, half + s, V0, M_BAR, M_EL)[1]
    gR = one_side(E_p, half - s, V0, M_BAR, M_EL)[1]
    assert abs(4 * gL * gR / (gL + gR)**2 / T_p - 1) < 0.01
    thick = 1 / np.cosh(2 * kappa * s)**2
    assert abs(thick / T_p - 1) < 0.03
    width_formula = 2 * kappa * (gL + gR)
    width_direct = full_width(s, E_p, T_p, width_formula)
    assert abs(width_formula / width_direct - 1) < 0.03
    table.append((s, E_p, T_p, thick, width_direct))
    if s > 0:
        GL = one_side(full_grid, half + s, V0, M_BAR, M_EL)[1]
        GR = one_side(full_grid, half - s, V0, M_BAR, M_EL)[1]
        bound = 4 * GL * GR / (GL + GR)**2
        assert np.all(T_example(full_grid, s) <= bound * (1 + 1e-6))
        assert np.all(bound < 1)
assert all(table[i][2] > table[i + 1][2] for i in range(3))
gamma_total = table[0][4]
s_found = np.arccosh(table[1][2]**-0.5) / (2 * kappa)
assert abs(s_found - 0.1) < 0.001

# the delta well is the limit of a narrow square well of fixed area
level_shift = []
for w in (0.004, 0.002):
    curve = lambda E: transmission(E, [half - w / 2, w, half - w / 2],
                                   [V0, V0 - LAM / w, V0], M_BAR, M_EL, {})
    E_p, T_p = find_peak(curve, 4.6, 5.4)
    assert abs(T_p - 1) < 1e-5
    level_shift.append(E_p - E_r)
assert abs(level_shift[0] / level_shift[1] - 2) < 0.1

# far from resonance the position hardly matters
off_0, off_2 = float(T_example(E_r - 0.5)), float(T_example(E_r - 0.5, 0.2))
assert abs(off_2 / off_0 - 1) < 0.02
bare = float(T_example(E_r, 0.0, 0.0))


# ---- neglected effects ----
def thermal_mean(s, temperature, mu):
    kT = KB * temperature
    x = np.linspace(-12, 12, 40001)
    y = T_example(mu + kT * x, s) / (4 * np.cosh(x / 2)**2)
    return float(np.sum((y[1:] + y[:-1]) / 2) * (x[1] - x[0]))


hot = [thermal_mean(row[0], 300.0, row[1]) for row in table[:3]]
cold = [thermal_mean(row[0], 4.2, row[1]) for row in table[:3]]
# tolerance: the line is narrow but not infinitely narrow against kT
assert abs(hot[1] / hot[0] * np.cosh(2 * kappa * 0.1) - 1) < 0.03


def shaped_peak(s, shape, low, high, right_bottom=0.0, n=150):
    """Peak for a barrier of any shape, cut into 2n layers with the well between."""
    a = half + s
    widths = np.r_[np.full(n, a / n), np.full(n, (L - a) / n)]
    middle = np.cumsum(widths) - widths / 2
    return find_peak(lambda E: transmission(E, widths, shape(middle), M_BAR, M_EL,
                                            {n: LAM}, right_bottom), low, high)


def biased_peak(s, bias):
    centre = E_r - bias * (half + s) / L
    return shaped_peak(s, lambda x: V0 - bias * x / L, centre - 0.4, centre + 0.4, -bias)


bias_small = biased_peak(0.0, 0.1)[1]
bias_large = biased_peak(0.0, 1.0)[1]
bias_moved = biased_peak(-0.06, 1.0)[1]
assert bias_large < bias_small < 1 and bias_moved > bias_large

EPS_FAST, EPS_STATIC, GAP, BREAKDOWN = 3.0, 9.0, 8.0, 10.0   # rough typical values


def image_energy(x):
    u = x / L
    return COULOMB / (4 * EPS_FAST * L) * (digamma(u) + digamma(1 - u) + 2 * np.euler_gamma)


n_img = np.arange(-20000, 20001)
x_test = 0.3 * L
image_sum = COULOMB / (2 * EPS_FAST) * (np.sum(1 / np.abs(2.0 * n_img[n_img != 0] * L))
                                        - np.sum(1 / np.abs(2 * x_test - 2.0 * n_img * L)))
assert abs(image_sum - image_energy(x_test)) < 1e-4
image_shape = lambda x: np.maximum(V0 + image_energy(x), 0.0)
E_img, T_img = shaped_peak(0.0, image_shape, 4.3, 5.3)
T_img_1 = shaped_peak(0.1, image_shape, 4.3, 5.3)[1]
assert abs(T_img - 1) < 1e-4 and T_img_1 < 1

# oblique incidence: conserved in-plane momentum, unequal masses
angle = 5.0
in_plane = E_r * np.sin(np.radians(angle))**2
V_eff = V0 + in_plane * (M_EL / M_BAR - 1)
E_x, T_obl = find_peak(lambda E: transmission(E, [half, half], [V_eff, V_eff],
                                              M_BAR, M_EL, {1: LAM}), 4.6, 5.4)
oblique_shift = E_x + in_plane - E_r
assert abs(T_obl - 1) < 1e-5
assert abs(oblique_shift / (in_plane * M_EL / M_BAR) - 1) < 0.02

# charge held by the sheet when its level is at the Fermi level, not self-consistent
sheet = M_BAR * sc.m_e * sc.k * 300 * np.log(2) / (np.pi * sc.hbar**2)
charge_shift = sc.e * sheet * L * 1e-9 / (4 * sc.epsilon_0 * EPS_STATIC)

# loss from the coherent channel, as an absorbing part of the well
loss = 1e-3
T_loss = find_peak(lambda E: T_example(E, 0.0, LAM + 1j * loss / (2 * kappa)), 4.6, 5.4)[1]
assert abs(T_loss / (gamma_total / (gamma_total + loss))**2 - 1) < 0.01

kappa_two_band = kappa * np.sqrt(1 - (V0 - E_r) / GAP)
T_two_band = 1 / np.cosh(2 * kappa_two_band * 0.1)**2

# ---- output ----
print(f"barrier height V0 = {V0:.2f} eV, width L = {L:.2f} nm")
print(f"masses: barrier {M_BAR:.2f}, electrode {M_EL:.2f} free-electron masses")
print(f"well strength lambda = {LAM:.3f} eV nm")
print(f"hbar^2/m_0 = {H:.6f} eV nm^2")
print(f"largest relative gap, formula against layer solution = {worst:.1e}")
print(f"window of lambda for a central resonance = {lam_low:.3f} to {lam_high:.3f} eV nm")
print(f"resonance energy, central well = {E_r:.5f} eV = {E_r * sc.e:.4e} J")
print(f"thick-barrier estimate of it = {E_thick:.5f} eV")
print(f"depth below barrier top = {V0 - E_r:.4f} eV")
print(f"kappa at resonance = {kappa:.4f} 1/nm, eta = {eta:.4f}")
print(f"transmission at E_r without the well = {bare:.3e}")
for s, E_p, T_p, thick, width in table:
    print(f"s = {s:.1f} nm: peak T = {T_p:.5f}, sech^2 = {thick:.5f}, "
          f"E = {E_p:.5f} eV, full width = {1e3 * width:.3f} meV")
print(f"lifetime hbar/Gamma, central well = {sc.hbar / sc.e / gamma_total * 1e12:.3f} ps")
print(f"|s| recovered from the peak at s = 0.1 nm = {s_found:.4f} nm")
print(f"T at 0.5 eV below resonance: s = 0: {off_0:.3e}, s = 0.2 nm: {off_2:.3e}")
print(f"square well 0.002 nm wide: level shift = {1e3 * level_shift[1]:.2f} meV")
print("NEGLECTED EFFECTS")
print(f"kT at 300 K = {300e3 * KB:.2f} meV, at 4.2 K = {4.2e3 * KB:.3f} meV")
for i in range(3):
    print(f"thermal mean of T, s = {shifts[i]:.1f} nm: "
          f"300 K {hot[i]:.5f}, 4.2 K {cold[i]:.5f}")
print(f"ratio of 300 K means, s = 0.1 nm to 0 = {hot[1] / hot[0]:.4f}")
print(f"sech(2 kappa s) at s = 0.1 nm = {1 / np.cosh(0.2 * kappa):.4f}")
print(f"field at 0.1 V = {0.1 / L * 10:.2f} MV/cm, at 1 V = {1 / L * 10:.2f} MV/cm")
print(f"breakdown field, rough input = {BREAKDOWN:.0f} MV/cm")
print(f"central peak T at 0.1 V = {bias_small:.4f}, at 1 V = {bias_large:.4f}")
print(f"peak T at 1 V, well 0.06 nm towards the emitter = {bias_moved:.4f}")
print(f"relative permittivity, rough inputs: fast {EPS_FAST:.0f}, static {EPS_STATIC:.0f}")
print(f"image force: level shift = {1e3 * (E_img - E_r):.1f} meV, central peak T = {T_img:.5f}")
print(f"image force: peak T at s = 0.1 nm = {T_img_1:.4f}")
print(f"incidence at {angle:.0f} degrees: level shift = {1e3 * oblique_shift:.1f} meV, "
      f"peak T = {T_obl:.5f}")
print(f"sheet density at 300 K, level at Fermi level = {sheet * 1e-4:.2e} 1/cm^2")
print(f"level shift by that charge, not self-consistent = {1e3 * charge_shift:.1f} meV")
print(f"loss broadening {1e3 * loss:.1f} meV: coherent central peak T = {T_loss:.4f}")
print(f"two-band kappa (gap {GAP:.0f} eV, rough input) = {kappa_two_band:.3f} 1/nm")
print(f"two-band estimate of peak T at s = 0.1 nm = {T_two_band:.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
barrier height V0 = 7.00 eV, width L = 2.00 nm
masses: barrier 0.40, electrode 1.00 free-electron masses
well strength lambda = 0.870 eV nm
hbar^2/m_0 = 0.076200 eV nm^2
largest relative gap, formula against layer solution = 2.8e-14
window of lambda for a central resonance = 0.184 to 1.633 eV nm
resonance energy, central well = 5.01338 eV = 8.0323e-19 J
thick-barrier estimate of it = 5.01338 eV
depth below barrier top = 1.9866 eV
kappa at resonance = 4.5669 1/nm, eta = 1.0047
transmission at E_r without the well = 4.661e-08
s = 0.0 nm: peak T = 1.00000, sech^2 = 1.00000, E = 5.01338 eV, full width = 1.716 meV
s = 0.1 nm: peak T = 0.47762, sech^2 = 0.47763, E = 5.01338 eV, full width = 2.483 meV
s = 0.2 nm: peak T = 0.09843, sech^2 = 0.09843, E = 5.01339 eV, full width = 5.474 meV
s = 0.4 nm: peak T = 0.00268, sech^2 = 0.00268, E = 5.01364 eV, full width = 33.426 meV
lifetime hbar/Gamma, central well = 0.384 ps
|s| recovered from the peak at s = 0.1 nm = 0.1000 nm
T at 0.5 eV below resonance: s = 0: 4.603e-07, s = 0.2 nm: 4.605e-07
square well 0.002 nm wide: level shift = 12.02 meV
NEGLECTED EFFECTS
kT at 300 K = 25.85 meV, at 4.2 K = 0.362 meV
thermal mean of T, s = 0.0 nm: 300 K 0.02561, 4.2 K 0.75379
thermal mean of T, s = 0.1 nm: 300 K 0.01756, 4.2 K 0.40183
thermal mean of T, s = 0.2 nm: 300 K 0.00774, 4.2 K 0.09372
ratio of 300 K means, s = 0.1 nm to 0 = 0.6858
sech(2 kappa s) at s = 0.1 nm = 0.6911
field at 0.1 V = 0.50 MV/cm, at 1 V = 5.00 MV/cm
breakdown field, rough input = 10 MV/cm
central peak T at 0.1 V = 0.9969, at 1 V = 0.7414
peak T at 1 V, well 0.06 nm towards the emitter = 0.9997
relative permittivity, rough inputs: fast 3, static 9
image force: level shift = -173.5 meV, central peak T = 1.00000
image force: peak T at s = 0.1 nm = 0.4777
incidence at 5 degrees: level shift = 95.2 meV, peak T = 1.00000
sheet density at 300 K, level at Fermi level = 2.99e+12 1/cm^2
level shift by that charge, not self-consistent = 30.1 meV
loss broadening 1.0 meV: coherent central peak T = 0.3991
two-band kappa (gap 8 eV, rough input) = 3.959 1/nm
two-band estimate of peak T at s = 0.1 nm = 0.5651
ALL CHECKS PASSED
```
